# Why Exponential Traps Give D/μ Near kTt/e for Total Charge

**Question.** In a semiconductor whose electrons fill an exponential distribution of traps with characteristic temperature $T_t$ well above the lattice temperature $T$, the ratio of diffusivity to mobility is close to $kT_t/e$. The Einstein relation for free, non-degenerate carriers gives $kT/e$. Nothing in the film is hotter than $T$. Why does $T_t$ appear when both coefficients refer to the total charge?

**Answer.** Drift and diffusion count the mobile carriers differently. Drift depends on the average share of electrons that are free. Diffusion depends on the share by which the free population grows when electrons are added. With exponential traps the second share is larger than the first by the factor $T_t/T$.

### The model and the two shares

Energies are measured from the local band edge, with trap states below it at $E<0$:

$$g(E)=\frac{N_t}{kT_t}\,e^{E/kT_t}.$$

The integral of $g$ is $N_t$, the total trap density. Let $F$ be the Fermi level measured from the same edge, several $kT$ below it. The free density is then

$$n_f=N_c\,e^{F/kT},$$

where $N_c$ is the effective density of band states. The total density is $n=n_f+n_t$, and in the regime of interest almost all of it is the trapped part $n_t$. The temperature and the trap distribution are uniform in space. Traps and band exchange electrons fast enough to share one Fermi level at each point.

Trapped electrons do not move in this model. In a field of magnitude $\mathcal E$ the free electrons drift at speed $\mu_0\mathcal E$, so the particle flux has magnitude $n_f\mu_0\mathcal E$. If this flux is attributed to the total charge, it is written $n\mu\mathcal E$, and therefore

$$\mu=\mu_0\,\frac{n_f}{n}.$$

Now remove the field and let the density vary in space. The free electrons obey the ordinary Einstein relation, $D_0=\mu_0kT/e$, and their flux is $-D_0\nabla n_f$. Local equilibrium makes $n_f$ a function of $n$, so $\nabla n_f=(dn_f/dn)\nabla n$. Writing the flux as $-D\nabla n$ gives

$$D=D_0\,\frac{dn_f}{dn}.$$

The ratio is

$$\frac{D}{\mu}=\frac{kT}{e}\,\frac{n}{n_f}\frac{dn_f}{dn}=\frac{kT}{e}\,\frac{d\ln n_f}{d\ln n}.$$

If a fixed fraction of the electrons were free, the logarithmic derivative would be 1 and the ratio $kT/e$. Exponential traps do not keep the fraction fixed. When $T<T_t$, the traps well below $F$ are full, and the number of trapped electrons is roughly the number of states below $F$:

$$n\propto e^{F/kT_t}.$$

To double $n$, the Fermi level must rise by $kT_t\ln2$. The free density responds to that rise on the scale $kT$. Since $e^{F/kT}=(e^{F/kT_t})^{T_t/T}$,

$$n_f\propto n^{T_t/T},\qquad \frac{D}{\mu}\simeq\frac{kT}{e}\,\frac{T_t}{T}=\frac{kT_t}{e}.$$

The temperature $T$ has cancelled. It enters once through the thermal motion of the free carriers and once, inversely, through the steepness with which they respond to $F$.

### The same result without a band

The argument can be freed from the picture of free and trapped electrons. In equilibrium the electrochemical potential $E_c(x)+F(x)$ is uniform and there is no flux. Close to equilibrium, at uniform temperature, the particle flux is proportional to its gradient:

$$J=-\frac{n\mu}{e}\,\nabla(E_c+F).$$

The prefactor is fixed by drift. At uniform density $\nabla F=0$, the force on an electron is $-\nabla E_c$, and the velocity is $\mu/e$ times the force. If instead $E_c$ is uniform, then $\nabla F=(dF/dn)\nabla n$, and comparison with $J=-D\nabla n$ gives

$$D=\frac{n\mu}{e}\frac{dF}{dn},\qquad \frac{D}{\mu}=\frac{1}{e}\,\frac{n}{dn/dF}.$$

The way in which the electrons move has dropped out. Direct hopping between localized states gives the same ratio, provided that local equilibrium holds and $n$ counts all the carriers. With $n\propto e^{F/kT_t}$ the derivative is $dn/dF=n/kT_t$, and the ratio is again $kT_t/e$.

A hopping model tests this. On a ring of 300 sites with exponentially distributed energies, 5% filled and with $T_t/T=3.095$, exclusion was treated in mean field. The mobility came from the steady current in a weak field and the diffusivity from the decay rate of a density wave much longer than the ring, with the ring's pattern of energies repeated periodically. Their ratio was $3.098\,kT/e$.

### How good is the exponential law?

The rough count of states below $F$ can be replaced by the Fermi integral. Let $a=T/T_t<1$, $\eta=F/kT<0$ and $u=E/kT$. Since $dE/kT_t=a\,du$,

$$n_t=N_ta\int_{-\infty}^{0}\frac{e^{au}}{1+e^{u-\eta}}\,du.$$

Extend the integral to $+\infty$ and subtract the added part. In the extended integral put $w=u-\eta$, which brings out a factor $e^{a\eta}$ and leaves

$$I=\int_{-\infty}^{\infty}\frac{e^{aw}}{1+e^w}\,dw.$$

On the line shifted upward by $2\pi i$ the integrand is multiplied by $e^{2\pi ia}$. The two lines enclose one pole, at $w=i\pi$, with residue $e^{i\pi a}/e^{i\pi}=-e^{i\pi a}$. The ends of the contour contribute nothing for $0<a<1$. Hence

$$I\,(1-e^{2\pi ia})=-2\pi i\,e^{i\pi a}.$$

Dividing both sides by $e^{i\pi a}$ gives $I(e^{-i\pi a}-e^{i\pi a})=-2\pi i$. The bracket is $-2i\sin\pi a$, so

$$I=\frac{\pi}{\sin\pi a}.$$

In the part to be subtracted, $u>0$ and $\eta<0$, so the occupation can be expanded as $e^{\eta-u}-e^{2(\eta-u)}+\dots$. Its first term integrates to

$$e^\eta\int_0^\infty e^{-(1-a)u}\,du=\frac{e^\eta}{1-a}.$$

Therefore

$$n_t=N_t\left[\frac{\pi a}{\sin\pi a}e^{a\eta}-\frac{a}{1-a}e^\eta+O(e^{2\eta})\right].$$

Adding $n_f=N_ce^\eta$ and dropping the terms of order $e^{2\eta}$ gives

$$n=Ae^{a\eta}+Be^\eta,\qquad A=N_t\frac{\pi a}{\sin\pi a},\qquad B=N_c-N_t\frac{a}{1-a}.$$

Because $dn/dF=(1/kT)\,dn/d\eta$,

$$\frac D\mu=\frac{kT}{e}\,\frac{Ae^{a\eta}+Be^\eta}{aAe^{a\eta}+Be^\eta}.$$

Divide numerator and denominator by $Ae^{a\eta}$, define $x=(B/A)e^{(1-a)\eta}$, and use $kT=a\,kT_t$:

$$\frac D\mu=\frac{kT_t}{e}\,\frac{1+x}{1+x/a}=\frac{kT_t}{e}\left[1-\frac{x(1/a-1)}{1+x/a}\right].$$

For small $x/a$ the bracket is $1-x(1/a-1)$ to first order.

This shows what "well above" is needed for. At low enough density $T<T_t$ suffices, because $x$ vanishes as $\eta\to-\infty$. It does so as $e^{-(1-a)|F|/kT}$, however, which is slow when $T$ is near $T_t$. A large $T_t/T$ makes the exponential law useful at practical fillings.

Two limits restore $kT/e$. The first is a band that holds far more states than the traps. Then $x$ can become large while $F$ is still well below the edge, free carriers dominate, and $(1+x)/(1+x/a)\to a$. The second is $T>T_t$. The extended integral then diverges and the derivation must be changed. At low density the occupation near the edge is $e^{\eta-u}$, and

$$n_t\simeq N_ta\,e^\eta\int_{-\infty}^0e^{(a-1)u}\,du=N_t\frac{a}{a-1}e^\eta.$$

Trapped and free densities now both grow as $e^{F/kT}$. In this low-density limit the mobile fraction is fixed, and the average and marginal shares agree. The limit is reached slowly when $T$ is just above $T_t$: at $T=1.1\,T_t$ and $n=0.01N_t$, traps alone still give $1.14\,kT/e$.

### Numbers for an oxide film

Take $T=300$ K, so that $kT=25.85$ meV, with $kT_t=80$ meV, or $T_t=928$ K. Let $N_t=10^{20}$ cm$^{-3}$, $N_c=7\times10^{20}$ cm$^{-3}$, $\mu_0=1$ cm$^2$/Vs and $n=10^{18}$ cm$^{-3}$.

Here $a=0.3231$ and $\pi a/\sin\pi a=1.195$. The leading law gives the Fermi level:

$$F\simeq80\ \text{meV}\times\ln\frac{0.01}{1.195}=-383\ \text{meV}.$$

The free density is $N_ce^{F/kT}=2.61\times10^{14}$ cm$^{-3}$. The two shares are

$$\frac{n_f}{n}=2.61\times10^{-4},\qquad\frac{dn_f}{dn}=8.07\times10^{-4}.$$

Of every 10,000 electrons present, between two and three are free. Adding another 10,000 per unit volume, a small change in $n$, raises the free number by about eight. Most of the added electrons are trapped too, but they raise $F$ and so increase the free population as a whole. Doubling $n$ multiplies $n_f$ by 8.52, against $2^{T_t/T}=8.54$ from the power law.

The transport coefficients follow:

$$\mu=1\times2.61\times10^{-4}=2.61\times10^{-4}\ \text{cm}^2/\text{Vs},$$

$$D=1\times0.02585\times8.07\times10^{-4}=2.09\times10^{-5}\ \text{cm}^2/\text{s}.$$

Their ratio is 80.0 mV, about 3.1 times $kT/e$. With the other parameters fixed, raising $n$ to $10^{19}$ cm$^{-3}$ lowers it to 75.6 mV. The first-order correction predicts 75.2 mV; the denominator $1+x/a$ accounts for the difference.

With $n$, $N_c$, $\mu_0$ and the traps held fixed, the ratio is 80.0 mV at 250 K and 79.8 mV at 350 K, while $kT/e$ rises from 21.5 to 30.2 mV. Over the same range $\mu$ rises about a hundredfold, from $1.66\times10^{-5}$ to $1.80\times10^{-3}$ cm$^2$/Vs. Both coefficients are strongly activated, but their ratio is nearly constant.

### What a balance of drift and diffusion looks like

Let a field of 0.01 MV/cm make the band edge rise as $E_c=e\mathcal E x$. With no current, $E_c+F$ is constant, so $F$ falls by $e\mathcal E x$. Then

$$n\propto e^{-e\mathcal E x/kT_t},\qquad n_f\propto e^{-e\mathcal E x/kT}.$$

The decay lengths are 80 nm for the total density and 25.9 nm for the free density. After 100 nm, 29% of the total density remains but only 2.1% of the free density. One electrochemical potential at one lattice temperature produces both profiles. The total density falls more slowly because lowering $F$ by $kT$ removes only about 28% of the trapped electrons, but 63% of the free ones.

This profile assumes a prescribed field. The screening length of the electrons is 11.5 nm for a relative permittivity of 30, so their own charge would alter the field well within 100 nm. That changes the drift term in the flux, while the ratio of the two coefficients at a given density stays as derived.

### Which diffusivity is meant

The coefficient $D$ describes the spreading of a density disturbance when no field, or only a weak one, makes it drift. Following one marked electron is a different measurement. In the trap model that electron is free for a fraction $n_f/n$ of the time, on average over long times or over electrons marked in equilibrium, and marking it does not alter the filling of the traps. The long-time average is approached slowly, because release from the deepest filled traps takes arbitrarily long. Its diffusivity is

$$D^*=D_0\frac{n_f}{n}=\frac{kT}{e}\mu.$$

In the mean-field hopping ring the tagged-carrier ratio was $1.000\,kT/e$, with the same mobility that gave 3.098 for the collective coefficient. The factor $T_t/T$ therefore belongs to the change of trap filling along a density gradient.

Local equilibrium is essential for $D$. If $c$ is the capture coefficient, a disturbance in the filling of a trap relaxes at the rate $cn_f$ plus its release rate. For deep traps this is close to $cn_f$. A density wave cannot follow the equilibrium law if that law asks for faster decay. In the linearized capture and release equations, a slow wave gave $dn_f/dn=8.07\times10^{-4}$, as above. When the law asked for $10\,cn_f$, the slowest mode of these equations had only 0.100 of that rate, but this mode belongs to the deepest traps and carries almost none of the wave. A wave that starts in local equilibrium decays more slowly than the equilibrium law asks, and not as a single exponential, so no single value of $D$ describes it.

### Beside a real film

The parameters lie in the rough regime of nanocrystalline titanium dioxide electrodes, where ions in the pores compensate much of the electronic charge. The values of $N_c$ and $\mu_0$ are uncertain; at this filling they affect $\mu$ and $D$ far more than their ratio. With a rough $c=10^{-9}$ cm$^3$/s, trap exchange takes $1/(cn_f)=3.8$ µs, against $L^2/D=48$ ms for diffusion across thickness $L=10$ µm, so local equilibrium is a good assumption for slow signals in weak fields. A field that drives a current is a separate test. A disturbance then drifts at $v=\mu_0\mathcal E\,dn_f/dn$, and the lag of the traps spreads it by an added diffusivity $v^2(1-a)/(2cn_f)$, however long its wavelength. With these values the added term is 4% of $D$ at 1 kV/cm, equals $D$ near 5 kV/cm and is about $4D$ at 0.01 MV/cm. The zero-current profile above is static and is not affected. The average for a marked electron also settles slowly: for an electron marked while free, the time-averaged free fraction is still about 5% above $n_f/n$ after 48 ms. Real electrons also repel one another beyond the mean potential. For point charges in a uniform compensating background, the ion-sphere estimate of the energy per electron is $-0.9\,e^2/(4\pi\varepsilon r_s)$, where $\varepsilon$ is the permittivity and $r_s$ the radius of the sphere holding one electron. This energy varies as $n^{1/3}$, so its contribution to $n\,dF/dn$ is $\frac13\cdot\frac43=\frac49$ of it, or $-0.4\,e^2/(4\pi\varepsilon r_s)$. Taken literally, that would lower $D/\mu$ by about 3 mV, or 4%. The ion-sphere estimate, however, assumes that $e^2/(4\pi\varepsilon r_s)$ is well above $kT$. Here it is about 7.7 meV, below $kT$, so 3 mV is only a rough scale for the effect and not its value. Real trap distributions need not be a single exponential either; then $n/(dn/dF)$ at the actual Fermi level replaces $kT_t$.

Two further effects change the mobility more than the ratio. If each trap holds at most one electron but either spin, its occupation is that of a spinless trap with $F$ raised by $kT\ln2$. The same $n$ is reached at a lower $F$, which halves $\mu$ and leaves $D/\mu$ at 80.0 mV. Electrons may also hop through the tail. Let $r$ be the radius of a sphere that holds on average one trap state below the energy $E$, so that $\frac43\pi r^3N_te^{E/kT_t}=1$. With a localization length $\xi=0.5$ nm, the factor $e^{-2r/\xi-E/kT}$, relative to excitation to the band edge, is greatest at $E=-0.133$ eV, where the typical hop is $r=2.3$ nm. It is 0.016 there. The prefactors are not estimated, so this does not settle how much hopping adds to the current. Within local equilibrium it would alter $\mu$ and $D$ together and leave their ratio unchanged at a given $n(F)$. The remaining values are in the numerical output.

## Computed values

```
Temperature T = 300 K
Thermal energy kT = 25.85 meV
Trap energy kTt = 80.0 meV
Trap temperature Tt = 928 K
T/Tt = 0.3231; Tt/T = 3.095
Trap density Nt = 1.0e+20 cm^-3
Band density Nc = 7.0e+20 cm^-3
Free mobility mu0 = 1.0 cm2/Vs
Total density n = 1.0e+18 cm^-3
Filling factor pi a/sin(pi a) = 1.1949
Fermi level F = -0.3827 eV from band edge
Free density nf = 2.608e+14 cm^-3
Average mobile share nf/n = 2.608e-04
Marginal mobile share dnf/dn = 8.067e-04
Marginal/average share = 3.093
Mobility of total charge mu = 2.608e-04 cm2/Vs
Diffusivity of total charge D = 2.086e-05 cm2/s
D/mu = 79.96 mV
n = 1e+16 cm^-3: D/mu = 80.00 mV, first-order formula 80.00 mV
n = 1e+17 cm^-3: D/mu = 80.00 mV, first-order formula 80.00 mV
n = 1e+18 cm^-3: D/mu = 79.96 mV, first-order formula 79.96 mV
n = 1e+19 cm^-3: D/mu = 75.61 mV, first-order formula 75.22 mV
Doubling n multiplies nf by 8.52; power law gives 8.54
T = 1.5 Tt, traps only: (D/mu)/(kT/e) = 1.0002
Slow wave: dnf/dn from decay rate = 8.067e-04
Fast wave: apparent D / equilibrium D = 0.100
Hopping ring: sites = 300, filling = 0.05
Hopping ring: collective D/mu = 3.098 kT/e
Hopping ring: tagged-carrier D/mu = 1.000 kT/e
Field = 0.01 MV/cm; distance = 100 nm
Decay length of total density = 80.0 nm
Decay length of free density = 25.9 nm
Total density left after distance = 0.2864
Free density left after distance = 0.0209
Relative permittivity (rough) = 30
Correlation lowers D/mu by about 3.1 mV
Screening length = 11.5 nm
Capture coefficient (rough) = 1e-09 cm^3/s
Trap exchange time = 3.83 us
Film thickness = 10 um
Diffusion time across film = 47.9 ms
Trap spin factor 2: mobility times 0.500, D/mu = 79.98 mV
Band degeneracy correction to nf = 1.3e-07 (relative)
Localization length (rough) = 0.5 nm
Best tail level for hopping = -0.133 eV
Hop distance there = 2.32 nm
Hopping/band exponential factor = 1.6e-02
T = 250 K: D/mu = 80.00 mV, kT/e = 21.54 mV, mu = 1.66e-05 cm2/Vs
T = 350 K: D/mu = 79.78 mV, kT/e = 30.16 mV, mu = 1.80e-03 cm2/Vs
```
